# The Nielsen–Martin Stress Theorem from Homogeneous Scaling: a numerical check

```python
"""Stress theorem from homogeneous scaling, tested in Kohn-Sham LDA.

Result under test (Hartree atomic units), for a strain r -> (1 + eps) r:
  dE/deps_ab = - sum_i f_i Re int d_a psi_i* d_b psi_i      (kinetic)
               + (Omega/2) sum' 4 pi |n_G|^2/G^2 (2 G_a G_b/G^2 - delta_ab)
               + delta_ab int n (e_xc - v_xc)               (LDA)
               + electron-ion and ion-ion terms,
  stress = (dE/deps)/Omega, pressure P = -trace(stress)/3, and for point nuclei
  3 P Omega = 2 T + E_H + E_ei + E_II + 3 int n (v_xc - e_xc).
Symbols: Omega cell volume, n density, e_xc energy per electron, v_xc potential,
psi_i orbitals with occupation f_i = 2, G reciprocal vectors.
Each ion has the potential -Z erf(r/core)/r; core = 0 is a point nucleus.
Plane waves are labelled by integers that stay fixed under strain.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erfc
from pyscf.dft import libxc

PI = np.pi
GRID = 21
CELL = np.diag([6.0, 7.0, 8.0])            # columns are the lattice vectors
FRACTION = np.array([0.15, 0.10, 0.15])    # ions at +FRACTION and -FRACTION
STEP = 5e-4                                # strain step of finite differences
UNIT = np.eye(3)
NAMES = ["kinetic", "Hartree", "LDA xc", "electron-ion", "ion-ion"]

freq = np.rint(np.fft.fftfreq(GRID, 1.0 / GRID)).astype(int)
M_GRID = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), -1).reshape(-1, 3)
NONZERO = M_GRID.any(axis=1)
STRUCTURE = 2 * np.cos(2 * PI * M_GRID @ FRACTION)[NONZERO]


def make_basis(cutoff):
    """Integer labels, grid slots and difference table of the plane waves."""
    g = M_GRID @ (2 * PI * np.linalg.inv(CELL))
    keep = 0.5 * np.sum(g**2, axis=1) <= cutoff
    m = M_GRID[keep]
    assert 2 * np.abs(m).max() <= GRID // 2   # products fit on the grid
    d = (m[:, None, :] - m[None, :, :]) % GRID
    table = (d[..., 0] * GRID + d[..., 1]) * GRID + d[..., 2]
    return m, np.flatnonzero(keep), table


def fourier(values):
    return np.fft.fftn(values.reshape(GRID, GRID, GRID)).ravel() / GRID**3


def density_of(coeffs, basis, volume):
    n = np.zeros(GRID**3)
    for c in coeffs.T:
        box = np.zeros(GRID**3, dtype=complex)
        box[basis[1]] = c
        psi = np.fft.ifftn(box.reshape(GRID, GRID, GRID)).ravel() * GRID**3
        n += 2 * np.abs(psi)**2 / volume
    return n


def xc_functions(n, functional="lda,vwn"):
    exc, vxc = libxc.eval_xc(functional, n, spin=0, deriv=1)[:2]
    return np.ravel(exc), np.ravel(vxc[0])


def ion_form(g2, charge, core):
    return -4 * PI * charge / g2 * np.exp(-g2 * core**2 / 4)


def geometry(cell):
    volume = abs(np.linalg.det(cell))
    rec = 2 * PI * np.linalg.inv(cell)
    g = M_GRID[NONZERO] @ rec
    return volume, rec, g, np.sum(g**2, axis=1)


def outer_sum(weights, vectors):
    return (vectors * weights[:, None]).T @ vectors


def ewald(cell, charge, eta=0.5):
    """Energy of the point ions in a neutralizing background, and dE/deps."""
    volume, _, g, g2 = geometry(cell)
    r3 = np.arange(-3, 4)
    images = np.stack(np.meshgrid(r3, r3, r3, indexing="ij"), -1).reshape(-1, 3)
    shifts = [0 * FRACTION, 0 * FRACTION, 2 * FRACTION, -2 * FRACTION]
    frac = np.concatenate([images + s for s in shifts])
    frac = frac[np.abs(frac).max(axis=1) > 1e-9]
    x = frac @ cell.T
    r = np.linalg.norm(x, axis=1)
    w = 2 * PI * charge**2 / volume * STRUCTURE**2 * np.exp(-g2 / (4 * eta**2)) / g2
    background = PI * (2 * charge)**2 / (2 * volume * eta**2)
    energy = (0.5 * charge**2 * np.sum(erfc(eta * r) / r) + w.sum()
              - 2 * charge**2 * eta / np.sqrt(PI) - background)
    slope = -(erfc(eta * r) / r**2
              + 2 * eta / np.sqrt(PI) * np.exp(-(eta * r)**2) / r)
    deriv = (0.5 * charge**2 * outer_sum(slope / r, x)
             + 2 * outer_sum(w * (1 / g2 + 1 / (4 * eta**2)), g)
             + UNIT * (background - w.sum()))
    return energy, deriv


def energies(cell, coeffs, basis, ion):
    """The five energy terms of given plane-wave coefficients in a given cell."""
    charge, core = ion
    volume, rec, _, g2 = geometry(cell)
    n = density_of(coeffs, basis, volume)
    n_g = fourier(n)[NONZERO]
    kinetic = np.sum(coeffs**2 * np.sum((basis[0] @ rec)**2, axis=1)[:, None])
    hartree = 0.5 * volume * np.sum(4 * PI * np.abs(n_g)**2 / g2)
    exc = volume * np.mean(n * xc_functions(n)[0])
    attraction = (np.sum(n_g.real * STRUCTURE * ion_form(g2, charge, core))
                  + 2 * charge * 2 * PI * charge * core**2 / volume)
    return np.array([kinetic, hartree, exc, attraction, ewald(cell, charge)[0]])


def strain_derivatives(cell, coeffs, basis, ion):
    """The derived formulas: dE/deps_ab of the five terms."""
    charge, core = ion
    volume, rec, g, g2 = geometry(cell)
    n = density_of(coeffs, basis, volume)
    n_g = fourier(n)[NONZERO]
    kinetic = -2 * outer_sum(np.sum(coeffs**2, axis=1), basis[0] @ rec)
    w = 0.5 * volume * 4 * PI * np.abs(n_g)**2 / g2
    hartree = 2 * outer_sum(w / g2, g) - UNIT * w.sum()
    e, v = xc_functions(n)
    exc = UNIT * volume * np.mean(n * (e - v))
    w = n_g.real * STRUCTURE * ion_form(g2, charge, core)
    average = 2 * charge * 2 * PI * charge * core**2 / volume
    attraction = (2 * outer_sum(w * (1 / g2 + core**2 / 4), g)
                  - UNIT * (w.sum() + average))
    return np.array([kinetic, hartree, exc, attraction, ewald(cell, charge)[1]])


def solve(cell, basis, ion, electrons_on_grid=None):
    """Self-consistent orbitals; start is density times volume on the grid."""
    charge, core = ion
    volume, rec, _, g2 = geometry(cell)
    if electrons_on_grid is None:
        electrons_on_grid = np.full(GRID**3, 2.0 * charge)
    n = electrons_on_grid / volume
    kinetic = 0.5 * np.sum((basis[0] @ rec)**2, axis=1)
    ionic = STRUCTURE * ion_form(g2, charge, core) / volume
    for _ in range(100):
        v_g = fourier(xc_functions(n)[1])
        v_g[NONZERO] += 4 * PI * fourier(n)[NONZERO] / g2 + ionic
        h = v_g.real[basis[2]]
        h[np.diag_indices_from(h)] += kinetic
        coeffs = eigh(h, subset_by_index=[0, charge - 1])[1]
        change = density_of(coeffs, basis, volume) - n
        if np.abs(change).max() < 1e-9:
            return coeffs
        n = n + 0.7 * change
    raise RuntimeError("self-consistency not reached")


def strained(a, b, size):
    eps = np.zeros((3, 3))
    eps[a, b] = size
    return (UNIT + eps) @ CELL


# ---- many-body theorem: two interacting particles on a ring with one ion ----
RING, WIDTH, REPULSION, ATTRACTION, M_MAX = 6.0, 0.8, 1.0, -2.0, 7


def ring_ground_state(length):
    size = 2 * M_MAX + 1
    k = 2 * PI * np.arange(-M_MAX, M_MAX + 1) / length
    one, pair = np.diag(0.5 * k**2), np.zeros((size**2, size**2))
    for q in range(-2 * M_MAX, 2 * M_MAX + 1):
        gauss = (WIDTH * np.sqrt(2 * PI) / length
                 * np.exp(-0.5 * (2 * PI * q / length * WIDTH)**2))
        one = one + ATTRACTION * gauss * np.eye(size, k=q)
        pair += REPULSION * gauss * np.kron(np.eye(size, k=q), np.eye(size, k=-q))
    h = np.kron(one, np.eye(size)) + np.kron(np.eye(size), one) + pair
    value, vector = eigh(h, subset_by_index=[0, 0])
    return value[0], vector[:, 0].reshape(size, size), k


def ring_virial(x, height):
    """Sum over images of y f'(y) for f(y) = height exp(-y^2/(2 width^2))."""
    y = x[..., None] + RING * np.arange(-4, 5)
    return np.sum(-(y / WIDTH)**2 * height * np.exp(-0.5 * (y / WIDTH)**2), axis=-1)


_, amp, k_ring = ring_ground_state(RING)
ring_kinetic = np.sum(amp**2 * 0.5 * (k_ring[:, None]**2 + k_ring[None, :]**2))
x_ring = RING * np.arange(60) / 60
waves = np.exp(1j * np.outer(x_ring, k_ring)) / np.sqrt(RING)
prob = np.abs(waves @ amp @ waves.T)**2 * (RING / 60)**2
one_body = ring_virial(x_ring, ATTRACTION)
ring_potential = np.sum(prob * (one_body[:, None] + one_body[None, :]
                        + ring_virial(x_ring[:, None] - x_ring[None, :], REPULSION)))
ring_formula = -2 * ring_kinetic + ring_potential
ring_numeric = (ring_ground_state(RING * (1 + STEP))[0]
                - ring_ground_state(RING * (1 - STEP))[0]) / (2 * STEP)
assert abs(prob.sum() - 1) < 1e-10
assert abs(ring_formula - ring_numeric) < 1e-5

# ---- real-space Hartree formula: two electrons in an anisotropic Gaussian ----
SPREAD = np.array([1.0, 1.5, 2.0])   # standard deviations of the pair separation


def gaussian_hartree(s):
    def integrand(t):
        return 1 / np.sqrt(np.prod(1 + 2 * s**2 * t**2))
    return 2 * 2 / np.sqrt(PI) * quad(integrand, 0, np.inf,
                                      epsabs=1e-12, epsrel=1e-12)[0]


cosines, weights = np.polynomial.legendre.leggauss(60)
phi = 2 * PI * np.arange(120) / 120
sine = np.sqrt(1 - cosines**2)
u = np.stack([np.outer(sine, np.cos(phi)), np.outer(sine, np.sin(phi)),
              np.outer(cosines, np.ones(120))], -1)
solid = weights[:, None] * 2 * PI / 120 / np.sum((u / SPREAD)**2, axis=-1)
hartree_space = -2 * np.einsum("ij,ija->a", solid, u**2) / (
    (2 * PI)**1.5 * np.prod(SPREAD))
hartree_space_fd = np.array([
    (gaussian_hartree(SPREAD * (1 + STEP * UNIT[a]))
     - gaussian_hartree(SPREAD * (1 - STEP * UNIT[a]))) / (2 * STEP)
    for a in range(3)])
assert np.allclose(hartree_space, hartree_space_fd, atol=2e-6)

# ---- worked example: soft ions ----
SOFT = (1, 1.0)
CUT_SMALL, CUT_LARGE = 7.0, 11.0
small, large = make_basis(CUT_SMALL), make_basis(CUT_LARGE)
volume = np.linalg.det(CELL)
orbitals = solve(CELL, small, SOFT)
density = density_of(orbitals, small, volume)
start = density * volume
energy = energies(CELL, orbitals, small, SOFT)
deriv = strain_derivatives(CELL, orbitals, small, SOFT)
total = deriv.sum(axis=0)
assert abs(np.mean(density) * volume - 2) < 1e-10
assert abs(ewald(CELL, 1, 0.5)[0] - ewald(CELL, 1, 0.7)[0]) < 1e-9

# Every term, all nine strains, with the orbitals merely scaled.
for a in range(3):
    for b in range(3):
        numeric = (energies(strained(a, b, STEP), orbitals, small, SOFT)
                   - energies(strained(a, b, -STEP), orbitals, small, SOFT)) / (2 * STEP)
        assert np.allclose(numeric, deriv[:, a, b], atol=2e-5), (a, b)

# The total, with the orbitals re-optimized in each strained cell.
relaxed = {}
for a, b in [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]:
    pair_of_energies = []
    for sign in (1, -1):
        box = strained(a, b, sign * STEP)
        pair_of_energies.append(energies(box, solve(box, small, SOFT, start),
                                         small, SOFT))
    relaxed[a, b] = (pair_of_energies[0] - pair_of_energies[1]) / (2 * STEP)
worst = max(abs(relaxed[key].sum() - total[key]) for key in relaxed)
assert worst < 2e-5
assert abs(relaxed[0, 0][0] - deriv[0, 0, 0]) > 1e-3   # single terms do respond

# The error of the scaled orbitals is of second order in the strain.
excess = []
for size in (0.005, 0.010):
    box = strained(0, 0, size)
    best = energies(box, solve(box, small, SOFT, start), small, SOFT).sum()
    excess.append(energies(box, orbitals, small, SOFT).sum() - best)
assert excess[0] > 0 and abs(excess[1] / excess[0] - 4) < 0.2

# Virial form: the soft core adds a term, evaluated here in real space.
points = (M_GRID % GRID) / GRID
core_term = 0.0
r1 = np.arange(-2, 3)
for shift in np.stack(np.meshgrid(r1, r1, r1, indexing="ij"), -1).reshape(-1, 3):
    for site in (FRACTION, -FRACTION):
        r2 = np.sum(((points - site + shift) @ CELL.T)**2, axis=1)
        core_term += volume * np.mean(density * np.exp(-r2 / SOFT[1]**2)) * (
            2 * SOFT[0] / (np.sqrt(PI) * SOFT[1]))
e_xc, v_xc = xc_functions(density)
e_x, v_x = xc_functions(density, "lda,")
xc_virial = 3 * volume * np.mean(density * (v_xc - e_xc))
exchange = volume * np.mean(density * e_x)
exchange_virial = 3 * volume * np.mean(density * (v_x - e_x))
t_corr = xc_virial - energy[2]
three_pv = -np.trace(total)
virial_sum = 2 * energy[0] + energy[1] + energy[3] + energy[4] + xc_virial + core_term
assert abs(virial_sum - three_pv) < 1e-6
assert abs(exchange - exchange_virial) < 1e-8
assert t_corr > 0

large_pv = -np.trace(strain_derivatives(CELL, solve(CELL, large, SOFT, start),
                                        large, SOFT).sum(axis=0))
assert abs(large_pv - three_pv) < 0.02

# ---- pure Coulomb virial: point charges Z = 2, four electrons ----
POINT = (2, 0.0)
point_orb = solve(CELL, small, POINT)
point_n = density_of(point_orb, small, volume)
point_e = energies(CELL, point_orb, small, POINT)
e_p, v_p = xc_functions(point_n)
point_xc = 3 * volume * np.mean(point_n * (v_p - e_p))
point_coulomb = point_e[1] + point_e[3] + point_e[4]
point_virial = 2 * point_e[0] + point_coulomb + point_xc
both = []
for sign in (1, -1):
    box = CELL * (1 + sign * STEP)
    both.append(energies(box, solve(box, small, POINT, point_n * volume),
                         small, POINT).sum())
point_numeric = -(both[0] - both[1]) / (2 * STEP)
assert abs(point_virial - point_numeric) < 5e-5
point_large = -np.trace(strain_derivatives(
    CELL, solve(CELL, large, POINT, point_n * volume), large, POINT).sum(axis=0))
assert abs(point_large - point_virial) > abs(large_pv - three_pv)

# ---- printed numbers ----
to_gpa = (constants.physical_constants["Hartree energy"][0]
          / constants.physical_constants["Bohr radius"][0]**3 / 1e9)
stress = total / volume
print("RING: two particles, energies in Ha")
print(f"length {RING:.1f} bohr, width {WIDTH:.1f} bohr, "
      f"heights {REPULSION:.1f} and {ATTRACTION:.1f} Ha")
print(f"kinetic energy {ring_kinetic:.6f}, potential virial {ring_potential:.6f}")
print(f"L dE/dL: theorem {ring_formula:.6f}, differences {ring_numeric:.6f}")
print("GAUSSIAN: Hartree dE/deps for xx, yy, zz in Ha")
print("pair-separation spreads (bohr):", SPREAD)
print("real-space formula:", np.round(hartree_space, 6))
print("differences       :", np.round(hartree_space_fd, 6))
print(f"Hartree energy {gaussian_hartree(SPREAD):.6f} Ha")
print("SOFT-ION CELL: Z = %d, core = %.1f bohr" % SOFT)
print("cell edges (bohr):", np.diag(CELL), " fractional site:", FRACTION)
print(f"volume {volume:.1f} bohr^3, cutoff {CUT_SMALL:.1f} Ha, "
      f"{len(small[0])} plane waves")
print("term: energy | dE/deps xx, yy, zz, yz, xz, xy (Ha)")
for name, value, d in zip(NAMES + ["total"], list(energy) + [energy.sum()],
                          list(deriv) + [total]):
    parts = [d[0, 0], d[1, 1], d[2, 2], d[1, 2], d[0, 2], d[0, 1]]
    print(f"{name:12s} {value:9.5f} |" + "".join(f"{p:9.5f}" for p in parts))
print("re-converged differences |"
      + "".join(f"{relaxed[key].sum():9.5f}" for key in relaxed))
print(f"largest deviation of the total {worst:.1e} Ha")
print(f"kinetic xx: scaled {deriv[0, 0, 0]:.5f}, re-converged "
      f"{relaxed[0, 0][0]:.5f} Ha")
print(f"energy excess of scaled orbitals at xx strain 0.005: {excess[0]:.3e} Ha")
print(f"energy excess of scaled orbitals at xx strain 0.010: {excess[1]:.3e} Ha")
print(f"ratio of the excesses {excess[1] / excess[0]:.3f}")
print("stress xx, yy, zz (GPa):", np.round(np.diag(stress) * to_gpa, 3))
print("stress yz, xz, xy (GPa):",
      np.round(np.array([stress[1, 2], stress[0, 2], stress[0, 1]]) * to_gpa, 3))
print(f"pressure {three_pv / (3 * volume):.6e} Ha/bohr^3")
print(f"pressure {three_pv / (3 * volume) * to_gpa:.3f} GPa")
print(f"1 Ha/bohr^3 = {to_gpa:.2f} GPa")
print("VIRIAL of the soft-ion cell (Ha)")
print(f"2T {2 * energy[0]:.5f}, Coulomb {energy[1] + energy[3] + energy[4]:.5f}")
print(f"3 int n(v_xc - e_xc) {xc_virial:.5f}, soft-core term {core_term:.5f}")
print(f"sum {virial_sum:.5f}, minus trace of dE/deps {three_pv:.5f}")
print(f"E_x {exchange:.5f}, 3 int n(v_x - e_x) {exchange_virial:.5f}")
print(f"E_c {energy[2] - exchange:.5f}, correlation kinetic energy {t_corr:.5f}")
print(f"3 P Omega at cutoff {CUT_LARGE:.1f} Ha ({len(large[0])} waves): "
      f"{large_pv:.5f}")
print("POINT-CHARGE CELL: Z = 2, four electrons (Ha)")
print(f"2T {2 * point_e[0]:.5f}, Coulomb {point_coulomb:.5f}, xc {point_xc:.5f}")
print(f"E_xc {point_e[2]:.5f}, correlation kinetic energy "
      f"{point_xc - point_e[2]:.5f}")
print(f"3 P Omega: virial {point_virial:.5f}, differences {point_numeric:.5f}")
print(f"3 P Omega at cutoff {CUT_LARGE:.1f} Ha: {point_large:.5f}")
print("PASS")
```

It prints:

```
RING: two particles, energies in Ha
length 6.0 bohr, width 0.8 bohr, heights 1.0 and -2.0 Ha
kinetic energy 0.424103, potential virial 0.908510
L dE/dL: theorem 0.060304, differences 0.060304
GAUSSIAN: Hartree dE/deps for xx, yy, zz in Ha
pair-separation spreads (bohr): [1.  1.5 2. ]
real-space formula: [-0.257306 -0.36504  -0.449508]
differences       : [-0.257306 -0.36504  -0.449508]
Hartree energy 1.071854 Ha
SOFT-ION CELL: Z = 1, core = 1.0 bohr
cell edges (bohr): [6. 7. 8.]  fractional site: [0.15 0.1  0.15]
volume 336.0 bohr^3, cutoff 7.0 Ha, 303 plane waves
term: energy | dE/deps xx, yy, zz, yz, xz, xy (Ha)
kinetic        0.11259 | -0.04609 -0.09690 -0.08220  0.01376  0.00980  0.00554
Hartree        0.05363 | -0.04269 -0.01122  0.00027 -0.00355 -0.00192 -0.00101
LDA xc        -0.37211 |  0.11206  0.11206  0.11206  0.00000  0.00000  0.00000
electron-ion  -0.20726 |  0.08804 -0.05650 -0.04023  0.03690  0.02625  0.01476
ion-ion       -0.44973 |  0.08610  0.21600  0.14762 -0.06078 -0.05491 -0.03194
total         -0.86287 |  0.19743  0.16344  0.13752 -0.01367 -0.02078 -0.01266
re-converged differences |  0.19744  0.16344  0.13752 -0.01367 -0.02078 -0.01266
largest deviation of the total 4.5e-08 Ha
kinetic xx: scaled -0.04609, re-converged 0.02402 Ha
energy excess of scaled orbitals at xx strain 0.005: 4.369e-06 Ha
energy excess of scaled orbitals at xx strain 0.010: 1.737e-05 Ha
ratio of the excesses 3.976
stress xx, yy, zz (GPa): [17.288 14.311 12.042]
stress yz, xz, xy (GPa): [-1.197 -1.82  -1.108]
pressure -4.944407e-04 Ha/bohr^3
pressure -14.547 GPa
1 Ha/bohr^3 = 29421.02 GPa
VIRIAL of the soft-ion cell (Ha)
2T 0.22519, Coulomb -0.60335
3 int n(v_xc - e_xc) -0.33619, soft-core term 0.21595
sum -0.49840, minus trace of dE/deps -0.49840
E_x -0.29978, 3 int n(v_x - e_x) -0.29978
E_c -0.07234, correlation kinetic energy 0.03593
3 P Omega at cutoff 11.0 Ha (581 waves): -0.49833
POINT-CHARGE CELL: Z = 2, four electrons (Ha)
2T 6.78801, Coulomb -6.60738, xc -1.51546
E_xc -1.63791, correlation kinetic energy 0.12245
3 P Omega: virial -1.33483, differences -1.33483
3 P Omega at cutoff 11.0 Ha: -1.06760
PASS
```
